# Local Strain from Lattice Images: Phase Gradients and Scan Distortion

A specimen that drifts at 0.05 nm/s in the direction in which the slow scan advances, recorded with 0.035 nm pixels and 3.06 ms lines, appears stretched by 0.44 % along that axis even if no force acts on it. A second error is far larger: if the phase of a lattice image is differenced without regard to its jumps of \(2\pi\), each jump appears as a strain of a few hundred per cent. Away from dislocations, the jumps can be removed within one image. Drift cannot, because a uniformly strained crystal and a uniformly distorted scan can give the same phases. This section derives the strain estimate, the extra data needed to remove scan distortion, and the errors that remain.

## From phase to deformation

Let \(F\) be the deformation gradient, which carries a material vector of the reference crystal into \(F\) times that vector. The displacement \(u(r)\) is assigned to the image point \(r\), so the material point now at \(r\) came from \(R=r-u(r)\). With \(e_{ij}=\partial u_i/\partial x_j\),

\[
F^{-1}=\frac{\partial R}{\partial r}=1-e .
\]

Reciprocal vectors \(g\) are defined without the factor \(2\pi\). The sheet is taken to be flat, with a unit-cell motif that deforms with the lattice, and the strain varies slowly over the filter width \(s\) introduced below. The image is then

\[
I(r)=\sum_g c_g\,e^{2\pi i g\cdot(r-u(r))}.
\]

Multiply by \(e^{-2\pi i g\cdot r}\) and average with a normalized Gaussian of standard deviation \(s\). In Fourier space this multiplies frequency \(k\) by

\[
H(k)=e^{-2\pi^2s^2k^2}.
\]

The chosen harmonic is left near \(k=0\); the others lie at least about \(|g|\) away. For \(s=0.40\) nm and \(|g|=3.608\) nm\(^{-1}\), the exponent at that distance is \(-41\), so they are negligible. The result \(\psi_g\) has phase

\[
P_g=-2\pi g\cdot u+\text{const},\qquad
\frac{\nabla P_g}{2\pi}=-e^{T}g .
\]

Adding \(g\) gives the local reciprocal vector,

\[
g_{\rm loc}=g+\frac{\nabla P_g}{2\pi}=(1-e)^Tg=M^Tg,\qquad M=F^{-1}.
\]

For uniform strain the filter only multiplies a plane wave by a constant, so it leaves this gradient unchanged. Put several vectors \(g^T\) in the rows of \(G\), and the measured \(g_{\rm loc}^T\) in the rows of \(G_{\rm loc}\). Then \(G_{\rm loc}=GM\), and least squares gives

\[
M=G^{+}G_{\rm loc},\qquad G^{+}=(G^TG)^{-1}G^T .
\]

Two non-parallel reflections suffice. The hexagonal example uses three, with \(g_1+g_2+g_3=0\).

The strain reported here is \(\sqrt{F^TF}-1\), which is unchanged if \(F\) is replaced by \(QF\) with \(Q\) a rotation. For small strains and rotations it differs from the symmetric part of \(e\) only at second order: for a stretch \(F_{xx}=1.03\), \(e_{xx}=1-1/1.03=2.913\,\%\), not 3 %.

## Phase wraps and real windings

A computed phase is known modulo \(2\pi\). Its gradient can be found without unwrapping. With pixel size \(p\),

\[
\partial_xP_g\simeq\frac{1}{2p}\arg\left[\psi_g(x+p)\,\psi_g^*(x-p)\right].
\]

The product contains the phase difference, from which any multiple of \(2\pi\) drops out. The principal value is the right one if the true change over two pixels is below \(\pi\) in magnitude, that is, if \(|g\cdot\partial_xu|<1/(4p)\). For \(p=0.035\) nm the limit is 7.1 nm\(^{-1}\), about twice \(|g|\), so elastic strain does not approach it. The condition can fail where noise or a defect makes \(|\psi_g|\) small.

Differencing the raw phase instead leaves \(2\pi/(2p)\) at a jump. Divided by \(2\pi|g|\), this is a false strain, as read from that reflection alone, of

\[
\frac{1}{2p|g|}=\frac{1}{2(0.035)(3.608)}=3.96=396\,\% .
\]

In the fit to three reflections, a jump of \(g_1\) alone changes \(M_{xx}\) by 2.29 in magnitude, still far beyond any elastic strain.

Some windings are physical. Around a dislocation, a counter-clockwise circuit gives \(\oint du=b\), with \(b\) the Burgers vector in this sign convention. Hence

\[
\oint dP_g=-2\pi g\cdot b .
\]

If \(g\cdot b\ne0\), no choice of \(2\pi\) jumps can remove this sum, and a continuous unwrapped phase does not exist around the core. The phase gradient away from the core is still single-valued. In a test image with \(b=(0.32,0)\) nm, the three windings were \(-1,0,1\) turns, and inversion returned \(b=(0.3200,0.0000)\) nm. Since the three \(g\) sum to zero, the three windings of a dislocation must also sum to zero. A winding produced by noise in one reflection need not obey this rule.

## What one scan can determine

Let \(X(x)\) be the true beam position, in the specimen's frame, when the pixel with nominal position \(x\) is recorded. For uniform \(F\), the recorded harmonic has phase \(2\pi g\cdot F^{-1}X(x)\). With \(C_{ij}=\partial X_i/\partial x_j\), the chain rule gives

\[
g_{\rm loc}=(F^{-1}C)^Tg,\qquad M_{\rm app}=F^{-1}C .
\]

This was tested on an image built atom by atom, with

\[
F=\begin{pmatrix}1.025&0.012\\-0.006&0.990\end{pmatrix},\qquad
C=\begin{pmatrix}1.006&0.004\\-0.002&0.995\end{pmatrix}.
\]

The largest error in any element of \(M_{\rm app}\) was \(4.3\times10^{-10}\).

The product shows the ambiguity. An unstrained crystal scanned with distortion \(C\) gives \(M=C\). A crystal with \(F=C^{-1}\), scanned perfectly, gives the same \(M\). For the \(C\) above, the two simulated images gave matrices differing by at most \(2.4\times10^{-12}\). Better filtering cannot separate them; another measurement or prior knowledge is needed.

For a static distortion, an unstrained region recorded with the same \(C\) supplies it. If that region is rotated by \(Q\), its matrix is \(M_{\rm ref}=Q^TC\), and

\[
M_{\rm app}M_{\rm ref}^{-1}=F^{-1}C\,C^{-1}Q=F^{-1}Q .
\]

The inverse of this matrix is \(Q^TF\), which has the same strain as \(F\). The filter should be centred on the rotated peaks. If it is left on the unrotated \(g\), the peak moves out of the passband: for the filter and dose used below, the counting noise rises from 0.11 % to about 0.2 % at 5° and 0.8 % at 10°, and near 30° a neighbouring peak takes over. Subtracting the two distortions is less accurate. For \(Q=1\), it gives

\[
(1-M_{\rm app})-(1-M_{\rm ref})=C-F^{-1}C=eC,
\]

which differs from \(e\) by \(e(C-1)\).

## Separating drift with two scans

Let the specimen move with velocity \(v\), steady during one scan. In its own frame the beam is at \(X=x-vt+\text{const}\). With dwell time \(\tau\) and full line time \(T_L\), including flyback, the recording time is \(t=s_\alpha\cdot x+\text{const}\), where

\[
s_A=\frac{1}{p}\begin{pmatrix}\tau\\T_L\end{pmatrix},\qquad
s_B=\frac{1}{p}\begin{pmatrix}T_L\\\tau\end{pmatrix}.
\]

Scan A is fast along \(x\), scan B along \(y\). Thus \(C_\alpha=1-v_\alpha s_\alpha^T\). Writing \(M=F^{-1}\) and \(w_\alpha=Mv_\alpha\),

\[
M_A=M-w_As_A^T,\qquad M_B=M-w_Bs_B^T .
\]

Eliminating \(M\) leaves

\[
M_A-M_B=-w_As_A^T+w_Bs_B^T
=\begin{pmatrix}-w_A&w_B\end{pmatrix}S,\qquad
S=\begin{pmatrix}s_A^T\\s_B^T\end{pmatrix}.
\]

There are four equations for the four components of \(w_A\) and \(w_B\). Since \(\det S=(\tau^2-T_L^2)/p^2\) is nonzero, they have one solution:

\[
\begin{pmatrix}-w_A&w_B\end{pmatrix}=(M_A-M_B)S^{-1},\qquad
M=M_A+w_As_A^T,\qquad v_\alpha=M^{-1}w_\alpha .
\]

The two drift velocities need not be equal. The physical content is clearest for \(\tau\ll T_L\). Drift then spoils mainly the second column of \(M_A\), the derivative along its slow axis, and the first column of \(M_B\). The solution takes each column from the scan in which that direction was fast. Two scans with the same axes and timing would make \(S\) singular.

A static distortion \(C_0\) common to both scans survives. With \(X=C_0x-vt\), the same elimination returns \(F^{-1}C_0\), so a reference region is still required if \(C_0\) is unknown.

For a nonuniform crystal the procedure is:

1. Find \(M_A(x)\) and \(M_B(x)\) from the wrap-free phase gradients.
2. Average each over the field and solve for the two drift velocities.
3. Correct scan A at each pixel by \(M(x)=M_A(x)(1-v_As_A^T)^{-1}\).
4. Form \(F=M^{-1}\) and the strain \(\sqrt{F^TF}-1\).

Step 2 assumes that both averages represent nearly the same piece of specimen. Its error is small when the drift between scans is short compared with the scale of the strain.

## Loss of strain peaks in the filter

Let \(u_x=e_0x+B\sin\theta\), with \(\theta=2\pi qx\). Set \(d=g_xe_0\) and \(\beta=2\pi g_xB\). To first order in \(\beta\), the demodulated wave is

\[
e^{-2\pi i dx}\left[1-\frac{\beta}{2}\left(e^{i\theta}-e^{-i\theta}\right)\right].
\]

Its frequencies are \(-d\) and \(-d\pm q\). Relative to the central one, the filter multiplies the side waves by

\[
r_\pm=\frac{H(-d\pm q)}{H(-d)}=e^{-2\pi^2s^2(q^2\mp2dq)} .
\]

The oscillating phase is the imaginary part of the first-order term, \(-\tfrac12\beta(r_++r_-)\sin\theta\). Before filtering it was \(-\beta\sin\theta\). The gain is therefore

\[
A=\frac{r_++r_-}{2}=e^{-2\pi^2s^2q^2}\cosh(4\pi^2s^2dq).
\]

Long waves pass with \(A\to1\). With no mean strain, a 3 nm wave and \(s=0.40\) nm give \(A=e^{-0.351}=0.70\): a 1 % strain amplitude would be read as 0.70 %. A narrow peak cannot be compared with a failure strain until this loss has been considered.

## Random errors

**Row jitter.** Suppose each row is displaced along \(x\) by an independent random amount \(\delta_n\) of rms \(\sigma\), with \(2\pi|g|\sigma\ll1\). The filter averages these shifts with \(w(y)=e^{-y^2/2s^2}/(\sqrt{2\pi}s)\), and the error in \(M_{xy}\) is the \(y\) derivative of the average. For \(p\ll s\) the sum over rows becomes an integral:

\[
\operatorname{var}(M_{xy})=\sigma^2p\int w'(y)^2dy
=\frac{\sigma^2p}{2\pi s^6}\int y^2e^{-y^2/s^2}dy
=\frac{\sigma^2p}{4\sqrt\pi\,s^3},
\]

where the last integral is \(\sqrt\pi s^3/2\). For \(\sigma=0.005\) nm the rms is 0.139 %; the shear strain error is half of this, to first order.

This is the direct response. Another harmonic \(h\) contributes noise proportional to \(\delta_n e^{2\pi i(h-g)\cdot r}\). Along the fast axis the filter suppresses it by \(e^{-2\pi^2s^2(h_x-g_x)^2}\). If \(h_x=g_x\), that protection is absent, and white noise times a row-dependent phase factor is still white, so part of it enters the passband. In the aligned hexagonal lattice, \(g_1\) and \(-g_3\) share their \(x\) component, and some higher harmonics share it too. For one random set of row shifts, used in both cases, the rms leakage was 0.65 of the direct response for the aligned scan and 0.05 after a relative turn of 15°. The aligned value is a low draw. Over many sets of shifts the aligned leakage is about 0.9 of the direct response, and single fields of this size range from about 0.6 to 1.4; the value after the turn stays near 0.05. This turn removes most of the leakage, but not the direct error.

**Counting noise.** Let the mean count density be \(n_0\sum_hc_he^{2\pi ih\cdot r}\), with \(c_0=1\), and let counts be independent with Poisson statistics. For an unstrained crystal, the noise in \(\partial_jP_g\) is \(\operatorname{Im}a_g\), where \(a_g\) is the derivative of the filtered noise divided by \(n_0c_g\). Because the variance of the counts equals their mean,

\[
\langle a_ga_h^*\rangle=\frac{K}{n_0}\frac{c_{g-h}}{c_gc_h^*},\qquad
\langle a_ga_h\rangle=\frac{K}{n_0}\frac{c_{g+h}}{c_gc_h}.
\]

Here \(K\) is the integral of the squared derivative of the two-dimensional filter. It is the one-dimensional integral above times \(\int w^2dx=1/(2\sqrt\pi s)\), so \(K=1/(8\pi s^4)\). Using \(\operatorname{Im}a\operatorname{Im}b=\tfrac12\operatorname{Re}(ab^*-ab)\), define

\[
\Sigma_{gh}=\frac12\operatorname{Re}\left[\frac{c_{g-h}}{c_gc_h^*}-\frac{c_{g+h}}{c_gc_h}\right].
\]

Since \(M-1=G^+\nabla P/(2\pi)\),

\[
\operatorname{var}(M_{ij})=\frac{\left(G^+\Sigma G^{+T}\right)_{ii}}{32\pi^3s^4n_0}.
\]

The rms noise falls as \(s^{-2}n_0^{-1/2}\), while the loss of a long strain wave grows as \(s^2\). The filter width is a compromise between them. At 9.36 counts per pixel, simulated Poisson images gave 0.107 %, against 0.108 % from the formula.

## A strained channel

The example has lattice constant 0.32 nm and an analysed field 12.95 nm wide. The stretch along \(x\) is 3 % on average over a wave period, with a 1 % wave of 6 nm material period. The transverse strain is \(-0.25\times3\,\%=-0.75\,\%\). The drift velocities are \((0.080,0.050)\) nm/s in scan A and \((0.050,0.020)\) nm/s in scan B.

For scan A, \(T_L/p=0.00306/0.035=0.0874\) s/nm. To first order the spurious strains are

\[
\epsilon_{yy}=0.050(0.0874)=0.44\,\%,\qquad
\epsilon_{xy}=\tfrac12(0.080)(0.0874)=0.35\,\%.
\]

The full calculation gives 0.438 % and 0.355 %. The field means are:

| Strain (%) | \(xx\) | \(yy\) | \(xy\) |
|---|---:|---:|---:|
| Apparent | 3.046 | −0.312 | 0.355 |
| Corrected | 3.045 | −0.750 | 0.000 |
| True | 3.049 | −0.750 | 0.000 |

The true \(xx\) mean exceeds 3 % mainly because the field does not hold a whole number of waves. Averaging over image area, which gives the more stretched parts more weight, adds about 0.005 %. The drift found for scan A agrees with the input to the printed digits. For scan B the \(x\) component is 0.0495 instead of 0.050 nm/s. The cause is the different areas covered. Drift along the slow axis of scan B narrows the strip it covers in \(x\) by 0.44 %, which changes the mean of \(M_{xx}\) and accounts for about 0.0004 nm/s; the offset between the scans gives the rest. Scan A escapes only because the strain here varies in \(xx\) alone. With the wave in \(yy\) along \(y\), an error of 0.0004 nm/s falls on scan A, about 0.003 % in strain, and a further 1.5 nm offset between the scans raises it to about 0.004 nm/s, or 0.04 %.

In a separate drift-free image of this channel, the phase of \(g_1\) wraps twice along the middle row of pixels. The wraps do no harm, since the gradient is taken from the complex product.

In the deformed image the wave has \(q=1/(6\times1.03)=0.162\) nm\(^{-1}\), and \(d=3.125(0.02913)=0.091\) nm\(^{-1}\). The gain formula gives \(0.9206\times1.0043=0.925\); the same drift-free image gave 0.922. The corrected peak is accordingly 3.93 %, against a true 4.00 %.

The rms error over all pixels and all four tensor elements falls from 0.334 % to 0.028 %. The remainder has the size expected from the filter: a gain of 0.922 lowers the amplitude of the 1 % wave by about 0.078 % strain, in one element of four, which gives \(0.078/(\sqrt2\sqrt4)=0.028\,\%\). These images contain no jitter or counting noise.

## Use on real channels

The lattice constant and pixel size are roughly those of a semiconducting transition-metal dichalcogenide monolayer in a scanning transmission electron microscope. The 3 % mean tension is high for a working channel, and the drift is fast for a settled stage; at fixed line time and pixel size, the first-order drift strain scales with velocity. The 30 pA current and 5 µs dwell are plausible rough values, while the 1 % collected fraction is an assumption. With the rough values used here, flatness is the most serious of the omissions sized below. A 5° slope shortens the projected lattice along the slope by 0.38 %, comparable to the drift error just removed, and neither scan reveals it as slope. If velocity changes linearly through the two scans, its departure from the mean within one scan changes the slow-axis column of \(C\) by a vector of length up to 0.19 %; in scan A this is a strain of up to 0.13 % in \(yy\) and 0.07 % in \(xy\). Free thermal expansion over 100 K, at a rough \(7\times10^{-6}\) K\(^{-1}\), changes the lattice by 0.07 % between imaging and use. Strain-induced motion of one sublattice against the other, with a rough factor of 0.5 relative to the deformation of the bond, adds about 0.005 % for the brightness ratio \(w=0.4\) of the two sublattices used here. That value is small by near cancellation: the false displacement is the shift times \((w^2-w/2)/(1-w+w^2)\), which vanishes at \(w=0.5\), and the error grows to about 0.04 % for \(w=1\) and 0.07 % for \(w=1.4\). A strain map quoted to 0.1 % therefore needs independent evidence of flatness and steady drift. It also needs a known static scan distortion, enough counts and an estimate of the filter loss. The numerical output follows.

## Table of computed values

```
lattice constant 0.32 nm, |g| 3.608 1/nm
spot width 0.05 nm, second sublattice weight 0.4
image 512 x 512 pixels of 0.035 nm, filter width 0.40 nm
analysed field side 12.95 nm
dwell 5.0 us, flyback 0.5 ms
line time 3.06 ms, frame time 1.567 s
test of M = F^-1 C: largest error 4.3e-10
strained crystal vs distorted scan: difference in M 2.4e-12
uniform strain from two drifting scans: error in F 3.7e-12
dislocation phase windings (turns): -1.000, 0.000, 1.000
Burgers vector found 0.3200, 0.0000 nm
example: mean tension 3.0 %, wave 1.0 %
wave period 6.0 nm, Poisson ratio 0.25
e_xx = 1 - 1/F_xx at mean tension 2.913 %
phase wraps along the middle row 2, phase residues 0
false strain at a wrap if raw phase is differenced 396 %
filter gain for the wave: measured 0.9224, formula 0.9246
drift scan A: true 0.080, 0.050 nm/s
drift scan A: found 0.0800, 0.0500 nm/s
drift scan B: true 0.050, 0.020 nm/s
drift scan B: found 0.0495, 0.0200 nm/s
mean strain xx, yy, xy, apparent: 3.046, -0.312, 0.355 %
mean strain xx, yy, xy, corrected: 3.045, -0.750, 0.000 %
mean strain xx, yy, xy, true: 3.049, -0.750, 0.000 %
spurious mean strain xx, yy, xy: -0.003, 0.438, 0.355 %
rms strain error before 0.334 %, after 0.028 %
peak xx strain: corrected 3.926 %, true 4.000 %
row jitter 0.005 nm: rms du_x/dy formula 0.1389 %
row jitter: sampled smoothed noise 0.1387 %
jitter leakage / direct response: aligned scan 0.65
jitter leakage / direct response: scan turned 15 deg 0.05
beam current 30 pA, collected fraction 1 %
mean counts per pixel 9.36
counting noise in strain: measured 0.1069 %, formula 0.1080 %
neglected: sheet slope 5 deg gives 0.381 %
neglected: drift change within a scan gives 0.185 %
neglected: internal shift (factor 0.5) gives 0.0053 %
neglected: heating by 100 K at 7e-6 /K gives 0.070 %
```
